# Egg-Box Energy Ripple as Aliasing of the Integrand on a Grid

## Definitions and conventions

Let an energy contribution be the integral over space of a real function $f(\mathbf r)$, for example a local potential times an electron density. When the whole system is displaced rigidly by $\mathbf s$, the integrand becomes $f(\mathbf r-\mathbf s)$ and the true integral does not change.

A cubic grid has points $\mathbf r_j=h\,(j_1,j_2,j_3)$ with integer $j_i$ and spacing $h$. It replaces the integral by

$$E_h(\mathbf s)=h^3\sum_j f(\mathbf r_j-\mathbf s).$$

The reciprocal vectors of the grid are

$$\mathbf G=\frac{2\pi}{h}(m_1,m_2,m_3),\qquad m_i\ \text{integer},\qquad G_1=\frac{2\pi}{h},$$

so that $\mathbf G\cdot\mathbf r_j$ is an integer multiple of $2\pi$ and

$$e^{i\mathbf G\cdot\mathbf r_j}=1\quad\text{at every grid point.}\tag{1}$$

The transform of the integrand is $F(\mathbf G)=\int f(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r$, and $F(0)$ is the true integral. The result to be derived is

$$E_h(\mathbf s)=\sum_{\mathbf G}F(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf s}.\tag{2}$$

The terms with $\mathbf G\neq0$ are the egg-box ripple. Equation (2) concerns single integrals evaluated on the grid. Errors of finite-difference kinetic operators and of grid Poisson solvers need a separate analysis. Hartree atomic units are used.

## First derivation: the energy as a periodic function of the displacement

Take an infinite grid, and let $f$ be continuous and decay faster than $r^{-3}$ by some power, so that the grid sum converges uniformly. Displacing the system by one grid spacing along an axis relabels the points of the sum, so $E_h(\mathbf s)$ has the period of the grid. It therefore has a Fourier series

$$E_h(\mathbf s)=\sum_{\mathbf G}c_{\mathbf G}e^{-i\mathbf G\cdot\mathbf s},\qquad
c_{\mathbf G}=\frac1{h^3}\int_{C}E_h(\mathbf s)\,e^{i\mathbf G\cdot\mathbf s}\,d^3s,$$

where $C$ is one grid cell of volume $h^3$. Inserting the grid sum cancels the factor $h^3$:

$$c_{\mathbf G}=\sum_j\int_C f(\mathbf r_j-\mathbf s)\,e^{i\mathbf G\cdot\mathbf s}\,d^3s.$$

Uniform convergence allows the sum and the integral to be exchanged. In term $j$ put $\mathbf u=\mathbf r_j-\mathbf s$. The volume element keeps its size, and the exponential becomes

$$e^{i\mathbf G\cdot\mathbf s}=e^{i\mathbf G\cdot\mathbf r_j}e^{-i\mathbf G\cdot\mathbf u}=e^{-i\mathbf G\cdot\mathbf u}$$

by equation (1). As $\mathbf s$ runs over $C$, $\mathbf u$ runs over a reflected cell attached to $\mathbf r_j$. These cells, taken for all $j$, fill space once. The sum of cell integrals is thus one integral over all space:

$$c_{\mathbf G}=\int f(\mathbf u)\,e^{-i\mathbf G\cdot\mathbf u}\,d^3u=F(\mathbf G).$$

If $\sum_{\mathbf G}|F(\mathbf G)|$ converges, the series equals the continuous function $E_h(\mathbf s)$ at every $\mathbf s$, which is equation (2).

## Second derivation: plane waves that the grid mistakes for constants

Now take a periodic cell of side $L=Nh$ with $N^3$ grid points, and an integrand with the period of the cell. Expand it in plane waves:

$$f(\mathbf r)=\sum_{\mathbf k}f_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad
\mathbf k=\frac{2\pi}{L}(n_1,n_2,n_3),\qquad
f_{\mathbf k}=\frac1{L^3}\int_{\rm cell}f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r,$$

with $\sum_{\mathbf k}|f_{\mathbf k}|$ finite. Displacement multiplies each component by $e^{-i\mathbf k\cdot\mathbf s}$, so

$$E_h(\mathbf s)=h^3\sum_{\mathbf k}f_{\mathbf k}\,e^{-i\mathbf k\cdot\mathbf s}\sum_j e^{i\mathbf k\cdot\mathbf r_j}.$$

The sum over points is a product of three geometric sums. Along one axis, $kh=2\pi n/N$ and

$$\sum_{j=0}^{N-1}e^{2\pi i nj/N}=
\begin{cases}N,& n\ \text{a multiple of}\ N,\\[2pt]
\dfrac{1-e^{2\pi i n}}{1-e^{2\pi i n/N}}=0,&\text{otherwise.}\end{cases}$$

In the second case the numerator vanishes and the denominator does not. The surviving wave vectors have components $(2\pi/Nh)\,mN=2\pi m/h$, so they are the reciprocal vectors of the grid. With $h^3N^3=L^3$,

$$E_h(\mathbf s)=\sum_{\mathbf G}L^3f_{\mathbf G}\,e^{-i\mathbf G\cdot\mathbf s},\qquad
L^3f_{\mathbf G}=\int_{\rm cell}f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r,$$

which is equation (2) with the transform taken over the cell.

This shows the mechanism. A component with $\mathbf G\neq0$ integrates to zero, but it has the same value at all grid points, and the grid sum counts it as a constant. This is aliasing. The constant is $f_{\mathbf G}e^{-i\mathbf G\cdot\mathbf s}$, whose phase turns as the system moves, and so the error oscillates.

## What each derivation assumes

Both derivations require equal weights, a uniform grid and an integrand that moves without changing shape.

The first treats an isolated system. It needs decay in space, and no periodic cell. Its formula for the coefficients holds even before the convergence of the series is considered.

The second needs no decay in space, but it needs a periodic integrand and a cell that holds a whole number of grid spacings. Its sums over points are finite, and summability of the plane-wave coefficients is assumed at the start.

The two agree when the periodic integrand is a sum of copies of an isolated one, $\sum_{\mathbf R}g(\mathbf r-\mathbf R)$. Each lattice vector $\mathbf R$ of the cell joins grid points, so $e^{-i\mathbf G\cdot\mathbf R}=1$, and the cell integral of all copies unfolds into the integral of $g$ over all space. For a nonlinear function of overlapping densities, the periodic integrand is not the sum of the integrands of the isolated systems, and the transform over the cell must be used.

## The first reciprocal vector

For real $f$, $F(-\mathbf G)=F(\mathbf G)^*$. Let the system move along $x$, and write $F(G_1\hat{\mathbf x})=|F|e^{i\varphi}$. The pair $\pm G_1\hat{\mathbf x}$ contributes

$$|F|e^{i\varphi}e^{-iG_1s}+|F|e^{-i\varphi}e^{iG_1s}=2|F|\cos(G_1s-\varphi).$$

The amplitude is $2|F(G_1)|$ and the period is $h$. For a spherical integrand $F$ is real and equal for the six shortest vectors. Keeping these gives

$$E_h(\mathbf s)\simeq F(0)+2F(G_1)\left[\cos G_1s_x+\cos G_1s_y+\cos G_1s_z\right].\tag{3}$$

Three consequences follow at this order.

- Along $x$ the peak-to-peak ripple is $4|F(G_1)|$.
- Along the body diagonal the three cosines move together, and the peak-to-peak value is $12|F(G_1)|$.
- The spurious force along $x$ is $-\partial E_h/\partial s_x=2G_1F(G_1)\sin G_1s_x$, with amplitude $2G_1|F(G_1)|$.

Equation (3) is an approximation to equation (2). It requires that $F$ fall rapidly beyond the first shell and that $F(G_1)$ not vanish.

## A Gaussian integrand

Let $f=Ae^{-pr^2}$. Completing the square along each axis,

$$-px^2-iG_xx=-p\left(x+\frac{iG_x}{2p}\right)^2-\frac{G_x^2}{4p}.$$

The shifted Gaussian integrates to $\sqrt{\pi/p}$ as before, so

$$F(\mathbf G)=F(0)\,e^{-G^2/4p},\qquad F(0)=A\left(\frac{\pi}{p}\right)^{3/2}.$$

With $G_1^2/4p=\pi^2/(ph^2)$, define $q=e^{-\pi^2/(ph^2)}$. The leading amplitude is $2|F(0)|q$.

The vectors left out can be counted. The Gaussian series factorizes into one factor per axis, $1+2q\cos G_1s_i$ plus terms of order $q^4$. For motion along $x$ with $s_y=s_z=0$, the other axes multiply the ripple by $(1+2q)^2\simeq1+4q$. The relative correction to the leading amplitude is therefore about $4q$.

## Worked example

Consider a model atom with two electrons, density $n=2(\alpha/\pi)^{3/2}e^{-\alpha r^2}$ and local potential $v=-V_0e^{-\beta r^2}$. The parameters are $\alpha=2$ bohr$^{-2}$, $\beta=1$ bohr$^{-2}$, $V_0=5$ hartree and $h=0.6$ bohr, so $G_1=10.472$ bohr$^{-1}$.

The local energy has the integrand $vn$. The exponents add, $p=\alpha+\beta=3$ bohr$^{-2}$, and

$$F(0)=-2V_0\left(\frac{\alpha}{\alpha+\beta}\right)^{3/2}=-10\left(\tfrac23\right)^{3/2}=-5.4433\ \text{hartree}.$$

The exponent in $q$ is $\pi^2/(3\times0.36)=9.139$, so $q=1.074\times10^{-4}$ and $F(G_1)=-5.849\times10^{-4}$ hartree. The predicted amplitude is $1.1697\times10^{-3}$ hartree. Explicit three-dimensional grid sums at $s=0$ and $s=h/2$ give half their difference as $1.1702\times10^{-3}$ hartree, or 31.8 meV. The excess of 0.04 percent is the correction $4q$.

The grid energies for motion along $x$ are $-5.44682$, $-5.44565$ and $-5.44448$ hartree at $s/h=0$, $1/4$ and $1/2$. The middle value is not the true integral, although $\cos G_1s$ vanishes there. The atom still sits on grid planes in $y$ and $z$, and equation (3) leaves the offset $4F(G_1)=-0.00234$ hartree. Motion along one axis therefore does not average out the whole grid error.

The true force on this isolated atom is zero. The grid sum gives $-0.01225$ hartree/bohr at $s=h/4$, in agreement with $2G_1F(G_1)$. The negative sign pulls the atom back to the grid point, where the energy is lowest because $F(G_1)<0$. Along the body diagonal the peak-to-peak ripple is $7.018\times10^{-3}$ hartree, against $2.341\times10^{-3}$ along $x$. The ratio, 2.999, is close to the leading value 3.

The dependence on spacing is steep, because $h^{-2}$ stands in an exponent:

| $h$ (bohr) | Grid amplitude (hartree) | $2\lvert F(0)\rvert q$ (hartree) |
|---|---|---|
| 0.7 | $1.328\times10^{-2}$ | $1.321\times10^{-2}$ |
| 0.6 | $1.170\times10^{-3}$ | $1.170\times10^{-3}$ |
| 0.5 | $2.098\times10^{-5}$ | $2.098\times10^{-5}$ |
| 0.4 | $1.280\times10^{-8}$ | $1.280\times10^{-8}$ |

## Why the density's transform is not enough

The local-density exchange energy has the integrand $-C_xn^{4/3}$, with $C_x=\frac34(3/\pi)^{1/3}$. Raising the Gaussian density to the power $4/3$ changes its exponent to $4\alpha/3=2.667$ bohr$^{-2}$. The integrand is narrower than the density, and its transform is wider. For this atom $F(0)=-0.9645$ hartree and $2|F(G_1)|=6.613\times10^{-5}$ hartree. The grid sums give $6.614\times10^{-5}$ hartree.

Scaling the exchange energy by the relative ripple of the electron count would use $e^{-G_1^2/4\alpha}$ in place of $e^{-3G_1^2/16\alpha}$. The ratio of the correct factor to this one is

$$\exp\left[\frac{G_1^2}{4\alpha}-\frac{3G_1^2}{16\alpha}\right]=e^{G_1^2/16\alpha}=30.8,$$

so the estimate is too small by a factor of about 31. When several integrals contribute, their transforms add with their signs before the modulus is taken. Here both are negative, and the ripples reinforce each other.

The same point can be made without Gaussians. In a periodic cell, multiplying the plane-wave series of $n$ and $v$ and collecting equal exponents gives

$$(nv)_{\mathbf G}=\sum_{\mathbf k}n_{\mathbf k}\,v_{\mathbf G-\mathbf k}.$$

If every component of the wave vectors in both factors is smaller in size than $G_1/2$, no two can add up to a nonzero $\mathbf G$, and the product has no ripple. Limiting each factor below $G_1$ is not sufficient.

A one-dimensional cell with 8 points shows this. Let $\theta$ run from 0 to $2\pi$ across the cell, so that harmonic 8 is the lowest one that the grid mistakes for a constant, and take $n=1+0.6\cos\theta+0.3\cos3\theta$. With $v=\cos5\theta$, the product contains

$$0.3\cos3\theta\cos5\theta=0.15\cos8\theta+0.15\cos2\theta,$$

and the cell average has a ripple of amplitude 0.15. With $v=\cos2\theta-0.5\cos3\theta$ the highest harmonic is 6, and the computed ripple is at rounding level. The average of $n^{4/3}$ nevertheless has a ripple of $1.27\times10^{-3}$, because the fractional power creates harmonics that $n$ itself lacks.

## When the first vector does not set the amplitude

**Cancellation.** Place two equal integrands a distance $d$ apart along $x$ and move them together. The transform of the second carries an extra factor $e^{-iG_xd}$. For $d=(\nu+\frac12)h$ with integer $\nu$, and $G_x=2\pi m/h$, the sum is multiplied by

$$1+e^{-2\pi im(\nu+1/2)}=1+(-1)^m.$$

The first harmonic cancels, the second doubles, and the ripple has period $h/2$. For one-dimensional Gaussians with $p=3$ bohr$^{-2}$, $h=1$ bohr and $d=3.5h$, a discrete Fourier analysis of the grid sums gives a first coefficient at rounding level and a second of $3.94\times10^{-6}$ bohr. The latter equals $2\sqrt{\pi/p}\,e^{-4\pi^2/(ph^2)}$.

**Slow decay.** Let $f=e^{-\kappa r}$, which has a cusp at the origin. The angular integration gives

$$F(G)=\frac{4\pi}{G}\int_0^\infty re^{-\kappa r}\sin Gr\,dr
=\frac{4\pi}{G}\,\mathrm{Im}\frac{1}{(\kappa-iG)^2}
=\frac{8\pi\kappa}{(\kappa^2+G^2)^2}.$$

For $G_1\gg\kappa$ this falls as $G^{-4}$, and the ripple as $h^4$ instead of exponentially. The vectors $(1,\pm1,0)$ and $(1,0,\pm1)$, in units of $G_1$, have twice the squared length of the first. For $G_1\gg\kappa$ each contributes about $F(G_1)/4$ to the first harmonic along $x$, so the four together contribute about as much as the first vector itself. All transverse vectors must be summed:

$$\frac{c_1}{F(G_1)}=\sum_{m_2,m_3}\left[\frac{\kappa^2+G_1^2}{\kappa^2+G_1^2(1+m_2^2+m_3^2)}\right]^2.$$

For $\kappa=2$ bohr$^{-1}$ and $h=0.6$ bohr the sum is 3.335, and Fourier analysis of the grid energies at 64 equally spaced displacements gives 3.338. The small excess comes from higher harmonics, which a finite number of displacements folds into the first; with 256 displacements the value is 3.335. The ripple still comes from aliasing, but the first vector alone gives less than a third of this harmonic.

## Orbitals that relax on the grid

In a calculation the orbitals respond to the grid error, so the integrand is not strictly rigid. Let $H_0$ contain the true integrals, with nondegenerate ground state $\psi_0$ and energy $\varepsilon_0$, and let $W(\mathbf s)$ be the grid error of the potential matrix, in a basis that moves with the atom. Using $\psi_0$ as a trial state for $H_0+W$ gives

$$\varepsilon(\mathbf s)\le\varepsilon_0+\langle\psi_0|W(\mathbf s)|\psi_0\rangle.$$

The orbital changes at first order in $W$. Since $\varepsilon_0$ is stationary, this change lowers the energy at second order. The first-order ripple is therefore $\langle\psi_0|W|\psi_0\rangle$, which is the grid error of the single integrand $v|\psi_0|^2$, and equation (2) applies to it. This term dominates only if the second-order term is smaller. The second-order term involves the elements of $W$ between $\psi_0$ and all other states of the basis, so the grid must resolve the products with every basis function, and not only $v|\psi_0|^2$.

As an illustration, one electron was placed in the same well, with three Gaussian basis functions of exponents 0.3, 0.8 and 2.0 bohr$^{-2}$ and $h=0.5$ bohr. Overlap and kinetic integrals were analytic, and the potential matrix was summed on the grid. The level with true integrals is $-1.2713$ hartree in this basis (a ten-function basis gives $-1.2717$), and the amplitudes below also belong to this basis. The frozen orbital predicts an amplitude of $2.398\times10^{-4}$ hartree, and diagonalization gives $2.428\times10^{-4}$ hartree, 1.3 percent more.

Relaxation accounts for most of this difference. With the atom on a grid point it lowers the energy by $6.13\times10^{-6}$ hartree, and halving $W$ reduces this by a factor of 4.02, as a second-order effect should. By equation (3), $W$ is proportional to $1+1+1=3$ on the grid point and to $-1+1+1=1$ at $s=h/2$. The lowering at $s=h/2$ is then about one ninth as large. Half the difference of the two lowerings is $\frac12\times\frac89\times6.13\times10^{-6}=2.7\times10^{-6}$ hartree, out of the $3.0\times10^{-6}$ hartree by which the amplitudes differ. The remaining $0.3\times10^{-6}$ hartree comes from the reciprocal vectors left out of the first-vector estimate.

The close agreement depends on the basis being soft on the scale of the grid. With a fourth function of exponent 3.5 bohr$^{-2}$ at the same spacing, the first-vector estimate for the frozen orbital is $1.0\times10^{-5}$ hartree, while diagonalization gives $2.3\times10^{-4}$ hartree. With exponent 5.0 bohr$^{-2}$ instead, the half difference between $s=h/2$ and $s=0$ is $-1.7\times10^{-4}$ hartree for the frozen orbital and $+9.2\times10^{-4}$ hartree after relaxation. Relaxation into poorly resolved functions then sets the ripple, and the frozen-orbital estimate fails.
